Why a mixed population of memoryless cells has a falling hazard

An array of resistive memory cells is held at a constant read voltage in a warm oven. Each cell starts in its high-resistance state, and now and then one switches by accident. The fraction of the remaining cells that switches per hour is large at first and much smaller a day later. It looks as if the cells were hardening under the voltage. Yet suppose that each cell is memoryless: a cell that has survived ten hours is as likely to switch in the next minute as it was at the start. How can the population improve when no cell in it does?

**The model**

Let cell i switch with a rate k_i ≥ 0 that is constant in time but differs from cell to cell. The cells are independent, and each is counted at its first switching. A fraction w_k of the cells has rate k, with Σ w_k = 1; for a continuous spread the sums become integrals. At least some cells have k > 0.

The chance that a cell of rate k is still unswitched at time t is exp(−kt). The expected surviving fraction of the population is therefore

S(t) = Σ w_k exp(−kt).

The hazard is the expected switching rate per surviving cell,

h(t) = −(1/S) dS/dt.

For a single rate, S = exp(−kt) and h = k at every age, which is what memoryless means. For the mixture, differentiating the sum gives

h = Σ k w_k exp(−kt) / S = Σ k p_k, with p_k(t) = w_k exp(−kt)/S(t).

Here p_k is the share of group k among the survivors, and Σ p_k = 1. The hazard is thus the mean rate of the cells still present. The rates are fixed, so the hazard can change only through the shares.

**How selection sets the slope**

Differentiate p_k by the product rule. The exponential contributes −k p_k. The factor 1/S contributes −(1/S)(dS/dt) p_k, which is +h p_k. Hence

dp_k/dt = −(k − h) p_k.

A group faster than the survivor average loses share, and a slower group gains it. Insert this in the derivative of the mean:

dh/dt = Σ k dp_k/dt = −Σ k (k − h) p_k.

Since Σ (k − h) p_k = h − h = 0, we may subtract h times this zero sum from the last sum, which replaces the factor k by k − h:

dh/dt = −Σ (k − h)² p_k = −Var_t(k).

The variance is taken over the survivors at time t, not over the original population. It is never negative, so the hazard never rises. It vanishes only if all survivors share one rate. At finite t the factors exp(−kt) are positive and remove no group entirely, so a population that starts with a spread of rates keeps one, and its hazard falls strictly.

The same result follows from S alone. From h = −S′/S,

dh/dt = −S″/S + (S′/S)².

Here S″/S is the survivor mean of k², and (S′/S)² is the square of the survivor mean of k. Their difference is again minus the variance.

For a continuous spread, the derivatives may be taken inside the average at any t > 0. The reason is that kⁿ exp(−kt) has its largest value at k = n/t and so is bounded, uniformly for all times later than some fixed positive time. At t = 0 this protection is absent, and the one-sided law needs a finite initial mean of k². An extreme case shows the difference. In scaled units the rate density

w(k) = exp(−1/(4k)) / (√(4π) k^(3/2))

has an infinite mean, and its survival is S = exp(−√t). Then h = 1/(2√t) and dh/dt = −1/(4 t^(3/2)). The hazard diverges at the start, but at t = 1 it is 0.50, and direct integration over the survivors gives a variance of 0.25, as the slope requires.

**Two groups, and a test of the cause**

Take a fast group of rate a and a slow group of rate b, and let p be the fast share of the survivors. The mean is h = b + p(a − b). The deviations are a − h = (1 − p)(a − b) and b − h = −p(a − b), so

Var = p(1 − p)²(a − b)² + (1 − p)p²(a − b)² = p(1 − p)(a − b)².

The fall is steepest at p = 1/2, when the survivors are most mixed. The ratio p/(1 − p) starts at p₀/(1 − p₀) and decays as exp[−(a − b)t], so for p₀ > 1/2 this happens at

t = ln[p₀/(1 − p₀)]/(a − b).

With a = 1 per hour, b = 0.1 per hour and p₀ = 0.9, the time is ln 9/0.9 = 2.44 h. The slope there is −0.81/4 = −0.2025 h⁻², against −0.0729 h⁻² at the start. A falling hazard therefore need not fall fastest at first. At late times the slow group dominates, the variance vanishes, and h settles at b.

The explanation makes a claim about cause: the hazard falls because fast cells leave. To test it, let every switched cell be reset at once and keep its own rate. The composition then stays fixed, and the event rate per cell should remain Σ w_k k = 0.91 per hour. In a simulation of these two groups it is 0.909 per hour in the first hour and 0.913 in the sixth. Without reset, the same cells show a hazard that drops from 0.874 to 0.158 per hour between those two hours. The switching law of each cell is the same in both counts; only the removal differs.

**A thermally activated array**

For filamentary hafnium-oxide cells, take

k = ν exp(−E/k_BT),

where E is the effective barrier at the applied voltage. Rough parameters are ν = 10¹³ s⁻¹, T = 358.15 K, and a Gaussian spread of barriers with mean 1.25 eV and standard deviation 0.05 eV. Since k_BT = 0.03086 eV, the logarithm of the rate has standard deviation s = 0.05/0.03086 = 1.62. A modest spread in energy is a wide spread in rate.

The median rate is k_m = ν exp(−1.25/0.03086) = 0.0926 per hour, after conversion from seconds. Write k = k_m exp(sz), with z a standard Gaussian variable. Completing the square in the Gaussian integral gives ⟨exp(sz)⟩ = exp(s²/2), so the initial hazard is

h(0) = k_m exp(s²/2) = 0.344 per hour.

Replacing s by 2s gives ⟨k²⟩ = k_m² exp(2s²) = h(0)² exp(s²). The initial variance is therefore h(0)²[exp(s²) − 1] = 1.51 h⁻².

The later values are:

- At 1 h: S = 0.816, h = 0.149 per hour, variance 0.0575 h⁻².
- At 10 h: S = 0.416, h = 0.0472 per hour, variance 0.00285 h⁻².
- At 100 h: S = 0.080, h = 0.0099 per hour, variance 0.0000734 h⁻².

At each of these three times the slope of h, found from differences of ln S, equals minus the listed variance to the digits shown. The hazard at 10 h is 1.31 × 10⁻⁵ s⁻¹ in SI units. The mean barrier of the survivors has by then risen from 1.250 to 1.288 eV, although no cell's barrier has moved.

A simulated array of two million such cells gives a check from counted events. The hazard is 0.05206 per hour between 8 and 9 h and 0.04328 between 11 and 12 h. The window centres are 3 h apart, so the slope is −0.0029 h⁻²; the rate variance of the simulated survivors at 10 h is 0.0029 h⁻². Each window holds roughly 40,000 events, which puts a counting uncertainty of about 0.0001 h⁻² on the slope. In a small array this noise can hide the fall: the law describes the expected hazard.

Integrating the law gives h(0) − h(t) = ∫₀ᵗ Var dt′. Over the first 10 h both sides are 0.297 per hour. Also, h ≤ h(0) implies −ln S = ∫₀ᵗ h dt′ ≤ h(0)t, hence

S(t) ≥ exp[−h(0)t].

Extrapolating the initial hazard would leave 3.2% of the cells unswitched at 10 h, where the model leaves 42%. The opposite extrapolation is unsafe. A hazard measured on 10 h survivors is about seven times too low for a fresh array. For the survivors themselves it is right at that age and, provided that they keep their rates, an upper limit on their later hazard.

**What can stop or imitate the fall**

If the rates drift in time, the shares still obey dp_k/dt = −(k − h)p_k, with k now the current rate of each group, but the mean gains a second term:

dh/dt = ⟨dk/dt⟩ − Var_t(k).

Heating the array gives dk/dt = kE(dT/dt)/(k_BT²). A ramp of 0.53 K per hour, started at 10 h, would just cancel the fall at that moment.

Cells may also redraw their barriers at random. Let each unswitched cell take a new rate from the original distribution w with probability r per unit time. This adds r(w_k − p_k) to dp_k/dt. Multiplying by k and summing,

dh/dt = −Var_t(k) + r[h(0) − h].

Redrawing puts fast cells back among the survivors. If it began at 10 h, a mean redraw time 1/r = 0.297/0.00285 ≈ 104 h would cancel the fall there, but only briefly. The fast cells that redrawing supplies soon switch, and within an hour the hazard is falling again. It falls more slowly than before: 20 h after redrawing began, it is 22% above its value without redrawing. The same estimate at 100 h gives about 4600 h. Redrawing that slow also stops the fall only briefly, and after a further 100 h it has raised the hazard by only about 3%. Cancelling a slope for a moment does not tell how large the effect becomes later. With the redraw time of 104 h, the hazard 1000 h after redrawing began is 0.011 per hour, against 0.0016 per hour without it.

A third possibility is an independent wear-out path, the same for all cells, with survival exp[−(t/L)²]. It adds 2t/L² to the hazard and 2/L² to its slope. At 10 h it cancels the fall if L = √(2/Var) = 26.5 h.

The drift equation also limits what can be inferred from data. Identical cells whose common rate falls as k(t) = h(t) have zero variance and produce the same S(t). A falling hazard alone thus does not prove a spread of rates. Repeated cycling of individual cells can separate the two cases if reset restores each cell to its initial condition. Fixed but different rates then give each cell exponential waiting times with its own mean, whereas identical hardening cells all share one non-exponential distribution. In real filamentary cells a reset often rebuilds the filament differently. If each reset draws a new rate from w, every cell shows the same non-exponential survival S(t), and cycling no longer separates the two cases.

**The model beside real cells**

The parameters describe an accelerated test, in which more than half of the cells switch within 10 h of constant voltage. Real filaments can rearrange, which breaks the assumption of fixed rates; how much this matters depends on how fast they do so, as the redraw example shows. Attempt frequencies may vary too. An independent lognormal spread with a one-sigma factor of 3, at fixed mean barrier and fixed median attempt frequency, acts like a total barrier spread of 0.060 eV. It lowers the hazard at 10 h from 0.047 to 0.041 per hour.

Two other corrections, heating and tunnelling, change the hazard at 10 h by less for these inputs. At 0.5 V, 1 MΩ and a rough thermal resistance of 10⁶ K/W, Joule heating is 0.25 K and raises the rate at the mean barrier by 2.9%. Tunnelling through a parabolic barrier top, with its frequency set equal to ν, multiplies all rates by 1.08, or by 1.16 if the quantized vibration in the well, at the same frequency, is counted as well. The hazard at 10 h then rises by 3% or 6%, and by about 1% from the heating, against the 14% fall caused by the spread of attempt frequencies. Such a common factor c turns h(t) into c h(ct) and leaves the law intact. Averaged over a 5 nm film, the field is 1 MV/cm, against a rough breakdown field of 5 MV/cm. In the high-resistance state, however, most of the voltage can drop across a short gap in the filament. Over a gap of 1 nm the field would be 5 MV/cm and the margin would be gone, so wear-out cannot be excluded. Finally, if cells are only polled now and then, a cell that switches and returns can be missed. With equal prefactors, the return rate is 1% of the forward rate when the reverse barrier is higher by k_BT ln 100 = 0.14 eV. The numerical output below lists the main values used here.

Computed results

```
Temperature 358.15 K, kB*T = 0.03086 eV
Attempt frequency 1.0e+13 1/s
Barrier mean 1.25 eV, spread 0.05 eV
Spread of ln(rate) 1.6201; median rate 0.09262 1/h
Columns: t (h), S, hazard (1/h), rate variance (1/h^2),
  hazard slope from differences (1/h^2), survivor barrier (eV)
  0  1.00000  0.34404  1.5149e+00  -1.5149e+00  1.2500
  1  0.81606  0.14932  5.7498e-02  -5.7498e-02  1.2621
    S if the initial hazard persisted: 7.089e-01
  10  0.41645  0.04721  2.8468e-03  -2.8467e-03  1.2882
    S if the initial hazard persisted: 3.205e-02
  100  0.07970  0.00991  7.3354e-05  -7.3354e-05  1.3303
    S if the initial hazard persisted: 1.144e-15
Fall of hazard, 0 to 10 h: 0.29683 1/h
Integral of variance, 0 to 10 h: 0.29683 1/h
Hazard at 10 h in SI: 1.3114e-05 1/s
Simulated cells: 2000000
Counted hazard 8-9 h: 0.05206, 11-12 h: 0.04328 1/h
Counted slope near 10 h: -2.9271e-03 1/h^2
Rate variance of simulated survivors: 2.8598e-03 1/h^2
Two groups: rates 1.0, 0.1 1/h; fast share 0.9
  initial variance 0.0729 1/h^2
  steepest fall at 2.441 h, slope -0.2025 1/h^2
  fast share of survivors then 0.500
  initial mean rate 0.910 1/h
  no reset, hazard 0-1 h 0.8737, 5-6 h 0.1584 1/h
  with reset, rate 0-1 h 0.9091, 5-6 h 0.9129 1/h
S=exp(-sqrt(t)), t=1: hazard 0.5000, variance 0.2500 (scaled units)
Changes that just cancel the fall at 10 h:
  heating ramp started then 0.531 K/h
  rate redraw started then, mean time 104.3 h
  wear-out exp(-(t/life)^2), life 26.5 h
Attempt-frequency spread, one-sigma factor 3:
  equivalent total barrier spread 0.0604 eV
  at 10 h: hazard 0.04051 1/h, variance 2.6717e-03 1/h^2
Bias 0.5 V, resistance 1e+06 ohm, thermal res. 1e+06 K/W
  Joule heating 0.25 K, rate factor 1.0287
Tunnelling rate factor, parabolic barrier top: 1.0789
Film 5 nm, field 1.00 MV/cm; rough breakdown 5 MV/cm
Extra reverse barrier for 1% return rate: 0.1421 eV
```
